# Variable-mobility plasma profile and edge density at constant ion mean free path

## The edge density of a collisional slab

A discharge burns between two large parallel plates a distance $l$ apart. Electrons ionize the gas throughout the gap, and the ions drift to the plates and recombine there. A global model of this discharge follows one density, which we take to be that at the centre, $n_0$. The loss to the plates, however, is set by the density $n_s$ at the sheath edge, where ions leave the plasma at about the Bohm speed. The model therefore needs the ratio $h=n_s/n_0$, and this depends on how ions cross the gap.

We consider pressures at which an ion makes many charge-exchange collisions on its way out, while its drift is still faster than the thermal motion of the gas. The collision rate then grows with the drift speed, and the mobility falls.

### Drift with a constant mean free path

In a charge-exchange collision a fast ion takes an electron from a slow neutral, and a slow ion remains. We idealize the new ion as starting from rest. If the cross-section does not depend on speed, the path $r$ to the next collision has the distribution $e^{-r/\lambda_i}/\lambda_i$, whatever the speed along it. We take the field $E$ to be nearly uniform over one path. An ion of mass $M$ and charge $e$ then covers $r$ in the time $t=\sqrt{2Mr/(eE)}$. The mean of $\sqrt r$ is

$$\int_0^\infty \sqrt r\,e^{-r/\lambda_i}\frac{dr}{\lambda_i}=\sqrt{\lambda_i}\,\Gamma(3/2)=\tfrac12\sqrt{\pi\lambda_i},$$

so the mean flight time is $\langle t\rangle=\sqrt{\pi M\lambda_i/(2eE)}$. Over many flights the drift speed is total distance over total time:

$$u=\frac{\lambda_i}{\langle t\rangle}=\sqrt{\frac{2e\lambda_iE}{\pi M}}. \tag{1}$$

The mobility $u/E=2e\lambda_i/(\pi Mu)$ is inversely proportional to the drift speed. Random sampling of free flights gives $u=0.7974\sqrt{eE\lambda_i/M}$, against the coefficient $\sqrt{2/\pi}=0.7979$ of (1).

### Equations for the slab

Put $x=0$ at the midplane and treat $x>0$, where $u$ and $E$ are positive; the density is even in $x$. The plasma is quasineutral with density $n$. The electrons have a uniform temperature $T_e$, expressed in volts, and their pressure balances the electric force, $eT_e\,n'=-enE$, where a prime denotes $d/dx$. Hence

$$E=-T_e\,\frac{n'}{n}. \tag{2}$$

Define the Bohm speed, a collision length and a scaled drift speed by

$$u_B=\sqrt{\frac{eT_e}{M}},\qquad a=\frac{2\lambda_i}{\pi},\qquad w=\frac{u}{u_B}. \tag{3}$$

Squaring (1) and dividing by $u_B^2$ gives $w^2=aE/T_e$, and with (2)

$$w^2=-a\,\frac{n'}{n}. \tag{4}$$

Each electron ionizes at the uniform frequency $\nu$, and volume recombination is neglected, so $(nu)'=\nu n$. Dividing by $n$ gives $u'+u\,n'/n=\nu$. We multiply by $a/u_B$ and replace $a\,n'/n$ by $-w^2$:

$$a\,\frac{dw}{dx}=\kappa+w^3,\qquad \kappa=\frac{\nu a}{u_B}. \tag{5}$$

The first term on the right is the speed gradient needed to carry off new ions at constant density. The second arises because the density falls outward, so that the remaining ions must move faster to carry the flux.

### The profile

The speed rises monotonically from $w=0$ at the centre, so it can serve as the independent variable. Dividing $n'/n=-w^2/a$ by $dw/dx$ from (5) gives, for $y=n/n_0$,

$$\frac{d\ln y}{dw}=-\frac{w^2}{\kappa+w^3}. \tag{6}$$

The numerator is one third of the derivative of the denominator. With $y=1$ at $w=0$, integration gives $\ln y=-\frac13\ln(1+w^3/\kappa)$. For the position, (5) gives $x=a\int_0^w d\tilde w/(\kappa+\tilde w^3)$. Substituting $\tilde w=\kappa^{1/3}t$ brings a factor $\kappa^{1/3}$ from the differential and $\kappa^{-1}$ from the denominator. With $s=w/\kappa^{1/3}$ the profile is

$$\frac{n}{n_0}=(1+s^3)^{-1/3},\qquad |x|=a\,\kappa^{-2/3}F(s),\qquad F(s)=\int_0^s\frac{dt}{1+t^3}. \tag{7}$$

To evaluate $F$, split the integrand:

$$\frac1{1+t^3}=\frac{1}{3(1+t)}+\frac{2-t}{3(1-t+t^2)},\qquad 2-t=-\tfrac12(2t-1)+\tfrac32 .$$

The part with $2t-1$ integrates to a logarithm. The remainder, $\frac12\int dt/[(t-\frac12)^2+\frac34]$, gives an arctangent with the value $-\pi/6$ at $t=0$. Therefore

$$F(s)=\frac16\ln\frac{(1+s)^2}{1-s+s^2}+\frac1{\sqrt3}\left[\arctan\frac{2s-1}{\sqrt3}+\frac\pi6\right]. \tag{8}$$

As $s\to\infty$ the logarithm vanishes and the bracket tends to $\pi/2+\pi/6$, so

$$F_\infty=\frac{2\pi}{3\sqrt3}=1.2092. \tag{9}$$

Near the centre $F\approx s$, and (7) gives

$$\frac{n}{n_0}\approx1-\frac{s^3}{3}\approx1-\frac{\kappa^2|x|^3}{3a^3}. \tag{10}$$

The top is flatter than a parabola: the flux grows as $x$, hence $u\propto x$, but the field needed to drive it grows as $u^2\propto x^2$. The third derivative jumps at $x=0$ from $2\kappa^2/a^3$ to $-2\kappa^2/a^3$. This jump belongs to the cold-gas drift law, which assigns unlimited mobility to an ion at rest; gas motion keeps the mobility finite there and so removes the jump.

### The edge condition

Equations (4) and (5) have no singularity at $w=1$; left to themselves they continue to $w\to\infty$ and $n\to0$. The place where the plasma ends must come from the sheath. The Bohm criterion requires ions to enter it with at least $u_B$, and we set $w=1$ at $x=l/2$, taking the sheath to be thin compared with $l$. The edge value of $s$ is then $s_e=\kappa^{-1/3}$, and (7) becomes

$$s_e^2F(s_e)=L,\qquad L=\frac{l}{2a}=\frac{\pi l}{4\lambda_i},\qquad h=(1+s_e^3)^{-1/3}. \tag{11}$$

Both $s_e^2$ and $F(s_e)$ increase with $s_e$, and their product runs from zero to infinity. Each width thus has one solution, and $h$ depends on $l/\lambda_i$ alone.

### The square-root law

For a slab many mean free paths wide, $s_e$ is large. For $t>1$ the integrand of $F$ expands as $t^{-3}-t^{-6}+\dots$. Integrating from $s$ to infinity and subtracting from $F_\infty$ gives

$$F(s)=F_\infty-\frac1{2s^2}+\frac1{5s^5}-\dots \tag{12}$$

Inserting this in (11) yields $L=F_\infty s_e^2-\frac12+\frac1{5s_e^3}-\dots$. Dropping the last power shown and beyond,

$$s_e^2\approx\frac{L+1/2}{F_\infty}. \tag{13}$$

With $h$ from (11) this is an explicit approximation. To leading order $h\approx1/s_e\approx\sqrt{F_\infty/L}$, and since

$$\frac{F_\infty}{L}=\frac{2\pi}{3\sqrt3}\,\frac{4\lambda_i}{\pi l}=\frac{8}{3\sqrt3}\,\frac{\lambda_i}{l},$$

we obtain

$$h\simeq C\sqrt{\frac{\lambda_i}{l}},\qquad C=\sqrt{\frac{8}{3\sqrt3}}=1.2408. \tag{14}$$

Two corrections come next. From (13), $1/s_e\approx\sqrt{F_\infty/L}\,[1-1/(4L)]$, with $1/(4L)=\lambda_i/(\pi l)$. From (11), $h\approx s_e^{-1}(1-s_e^{-3}/3)$, with $s_e^{-3}\approx C^3(\lambda_i/l)^{3/2}$. Together,

$$h\approx C\sqrt{\frac{\lambda_i}{l}}\left[1-\frac{\lambda_i}{\pi l}-\frac{C^3}{3}\left(\frac{\lambda_i}{l}\right)^{3/2}\right]. \tag{15}$$

The exponent can be read from orders of magnitude. Across the bulk the density changes by a factor of order one, so $E\sim T_e/l$, and (1) gives a bulk speed of order $u_B\sqrt{\lambda_i/l}$. The flux $n_0u_B\sqrt{\lambda_i/l}$ must leave at the edge as $hn_0u_B$. With constant mobility the bulk speed would instead be proportional to $E\sim T_e/l$, and $h$ would fall as $1/l$.

As a test, the flux and density equations were integrated outward from the centre without use of (7) or (11). Two wide slabs gave the exponent $-0.49999$ in $l/\lambda_i$ and the prefactor $1.24080$.

### Particle balance

Integrating $(nu)'=\nu n$ over the whole slab, with mean density $\bar n$, gives

$$2hn_0u_B=\nu\,\bar n\,l. \tag{16}$$

By (5) and $\kappa=s_e^{-3}$, the ionization frequency that sustains the plasma is

$$\nu=\frac{\kappa u_B}{a}=\frac{\pi u_B}{2\lambda_is_e^3}. \tag{17}$$

Putting this in (16) and using $L=l/(2a)$,

$$\frac{\bar n}{n_0}=\frac{2hu_B}{\nu l}=\frac{2ah\,s_e^3}{l}=\frac{h\,s_e^3}{L}\;\longrightarrow\;\frac1{F_\infty}=0.827, \tag{18}$$

where the limit is for wide slabs, in which $hs_e\to1$ and $s_e^2/L\to1/F_\infty$.

The density $n_0$ cancels from (17), so the balance fixes the electron temperature. For a gas of density $n_g$ with ionization rate coefficient $K(T_e)$ and charge-exchange cross-section $\sigma$, we have $\nu=n_gK$ and $\lambda_i=1/(n_g\sigma)$. In the wide-slab limit (17) then becomes

$$\frac{K(T_e)}{u_B(T_e)}=\frac{\pi C^3}{2}\,\sigma\left(\frac{\lambda_i}{l}\right)^{3/2}. \tag{19}$$

A wider slab needs a smaller $K/u_B$. Where $K$ rises with temperature faster than $\sqrt{T_e}$, this means a lower $T_e$.

### Ion inertia near the edge

The local drift law requires the field to vary little over $\lambda_i$. From $E=T_ew^2/a$ and (5), the field's length scale is $E/E'=aw/[2(\kappa+w^3)]$. At the edge this is close to $a/2$ when $\kappa$ is small, shorter than a mean free path, so (1) fails there. Near the centre $w\approx\kappa x/a$ and the scale is $x/2$, so (1) also fails within a few mean free paths of the midplane, and the cubic top (10) is not reliable there.

To see what this does to $h$, restore inertia in a fluid model. Let the friction force per ion be $Mu^2/a$, which reproduces (1) in a uniform field, and let ions created by ionization start from rest. Neglecting ion pressure,

$$(nu^2)'=-u_B^2n'-\frac{nu^2}{a}.$$

The left side equals $u(nu)'+nuu'=\nu nu+nuu'$. Dividing by $nu_B^2$ and multiplying by $a$ gives

$$-a\frac{n'}{n}=a\,w\frac{dw}{dx}+\kappa w+w^2. \tag{20}$$

Continuity still reads $a\,dw/dx+w\,(a\,n'/n)=\kappa$. Eliminating $n'/n$ and collecting the terms in $dw/dx$,

$$a(1-w^2)\frac{dw}{dx}=\kappa(1+w^2)+w^3. \tag{21}$$

The gradient now diverges at $w=1$, and the plasma solution ends there without an imposed condition.

For small $\kappa$ the half-width following from (21),

$$\frac l2=a\int_0^1\frac{1-w^2}{\kappa(1+w^2)+w^3}\,dw, \tag{22}$$

is dominated by $w\sim\kappa^{1/3}$ and tends to $a\kappa^{-2/3}F_\infty$, as before. The term $-w^2$ in the numerator subtracts about $a\int_{\kappa^{1/3}}^1dw/w=\frac a3\ln(1/\kappa)$, a few collision lengths.

For the density, divide (20) by $a\,dw/dx$ and integrate:

$$\ln h=-\int_0^1\left[w+\frac{(\kappa w+w^2)(1-w^2)}{\kappa(1+w^2)+w^3}\right]dw. \tag{23}$$

As $\kappa\to0$, the first term contributes $-\frac12$. In the second, the product $w^2\cdot w^2$ contributes $+\int_0^1w\,dw=+\frac12$, which cancels it. What remains is $-\int_0^1w^2dw/(\kappa+w^3)\to-\frac13\ln(1/\kappa)$; the terms left out vanish as $\kappa^{2/3}$. Thus $h\to\kappa^{1/3}$, and in this fluid model the prefactor $C$ is unchanged. Evaluating (22) and (23) at $l/\lambda_i=10^5$ gives $1.24073$.

At finite width the effect is visible:

| $l/\lambda_i$ | $h$ from (11) | $h$ from (14) | $h$ with inertia |
|---|---|---|---|
| 10 | 0.374 | 0.392 | 0.300 |
| 30 | 0.223 | 0.227 | 0.202 |
| 100 | 0.124 | 0.124 | 0.119 |
| 1000 | 0.039 | 0.039 | 0.039 |

At $l/\lambda_i=10$ inertia lowers $h$ by 20% relative to (11), far more than the difference between (11) and (14). Solving (11) accurately does not repair the missing physics. The inertial model is itself a fluid closure and leaves out the spread of ion velocities. With a spread, the Bohm criterion requires the mean of $v^{-2}$ at the edge to be at most $u_B^{-2}$, where $v$ is the ion velocity towards the plate. The mean speed then exceeds $u_B$, and a given wall flux needs a lower edge density. In the quasineutral kinetic form of the cold-gas model the mean edge speed is roughly $1.25\,u_B$ for the widths $l/\lambda_i=10$ to 300; the wall flux there agrees with $hn_0u_B$ of the inertial model to about 1%, while the edge density lies about a fifth below $hn_0$. Even in wide slabs, $h$ is therefore a better estimate of the wall flux divided by $n_0u_B$ than of the density ratio itself.

### Gas temperature and the second limit

In a warm gas (1) fails near the centre for a second reason: the drift there is slower than the thermal motion. Let $T_g$ be the gas temperature in volts and $\theta=T_g/T_e$. For $w\ll\sqrt\theta$ the collision rate is set by the thermal speed and the mobility is constant. A simple interpolation replaces $w^2$ in (4) by $w\sqrt{w^2+\theta}$, so that, without inertia,

$$-a\frac{n'}n=w\sqrt{w^2+\theta},\qquad a\frac{dw}{dx}=\kappa+w^2\sqrt{w^2+\theta}. \tag{24}$$

The coefficient of $\theta$ is set to one for simplicity; a larger coefficient means a lower mobility near the centre and a smaller $h$. One is too small. At low field (24) gives the mobility $(2/\pi)\,e\lambda_i/\sqrt{MeT_g}$, whereas the linearized Boltzmann equation for charge exchange with a constant cross-section in a Maxwellian gas gives $0.34\,e\lambda_i/\sqrt{MeT_g}$. Matching the two requires replacing $\theta$ by about $3.5\,\theta$. The bulk speed is $w\sim\kappa^{1/3}\approx h$, so the cold-gas law requires $h\gg\sqrt\theta$. Through (14) this becomes, up to a numerical factor,

$$\frac{T_g}{T_e}\ll\frac{\lambda_i}{l}\ll1. \tag{25}$$

The square-root law is therefore an intermediate regime.

In the opposite case, $\lambda_i/l\ll\theta$, the bulk obeys $a\,dw/dx=\kappa+\sqrt\theta\,w^2$ and $-a\,n'/n=\sqrt\theta\,w$. Dividing and integrating as in (6) gives $y=(1+\sqrt\theta\,w^2/\kappa)^{-1/2}$. The speed equation gives $w=\sqrt{\kappa/\sqrt\theta}\,\tan(qx)$ with $q=\sqrt{\kappa\sqrt\theta}/a$, hence $y=\cos(qx)$, the constant-mobility profile. The layer where $w$ exceeds $\sqrt\theta$ has a thickness of order $a/\theta\ll l$, so the cosine nearly reaches zero at the edge and $q\approx\pi/l$. The scaled flux there is $wy\to\sqrt{\kappa/\sqrt\theta}=qa/\sqrt\theta$. It hardly changes across the thin layer, and at $w=1$ it equals $h$:

$$h\approx\frac{\pi a}{l\sqrt\theta}=\frac{2}{\sqrt\theta}\,\frac{\lambda_i}{l}. \tag{26}$$

The power $1/l$ follows from the constant mobility; the factor 2 depends on the interpolation, and becomes about 1.07 when $\theta$ is replaced by $3.5\,\theta$. With the $\theta$ of the example below, (24) gives the logarithmic slope $d\ln h/d\ln l=-0.998$ at $l/\lambda_i=10^5$. With $\theta=10^{-6}$ and $l/\lambda_i=10^3$, inside the window (25), it gives $-0.500$.

### A worked slab

Take round model parameters: $l=60$ mm, $\lambda_i=2$ mm, $T_e=3$ V, ion mass 40 u, gas at 300 K and $n_0=10^{17}\ \mathrm{m^{-3}}$. The electron temperature is assumed here; for a given gas it would follow from the particle balance. Then $l/\lambda_i=30$, $a=2(2\ \mathrm{mm})/\pi=1.273$ mm, $u_B=2690$ m/s and $L=30\pi/4=23.56$.

Equation (13) gives $s_e^2=(23.56+0.5)/1.2092=19.90$, or $s_e=4.46$. Then $\kappa=s_e^{-3}=0.0113$ and $h=(1+88.8)^{-1/3}=0.223$, in agreement with the full relation (11) to the digits shown. The leading law gives $1.2408/\sqrt{30}=0.227$, which is 1.4% above (11). The two corrections in (15) account for this: $\lambda_i/(\pi l)=0.0106$ and $(C^3/3)(\lambda_i/l)^{3/2}=0.0039$.

The density is 0.93 of its central value halfway to the edge, 0.75 at three quarters and 0.52 at nine tenths; most of the fall lies in the outer part. The mean is $\bar n=0.84\,n_0$. Replacing $\bar n$ by $n_0$ in (16) at the same $h$ would put the ionization frequency 16% too low.

From (17), $\nu=0.01127\times2690/(1.273\times10^{-3})=2.38\times10^4\ \mathrm{s^{-1}}$. The flux to each wall is $hn_0u_B=6.0\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$. The Boltzmann relation gives a potential drop from centre to edge of $T_e\ln(1/h)=4.5$ V. This takes $h$ as the density ratio; with inertia and the spread of ion velocities the edge density is nearer $0.16\,n_0$ and the drop nearer 5.4 V.

Quasineutrality can be checked with Poisson's equation. Differentiating $E=T_ew^2/a$ and using (5) at $w=1$ gives $E'=2T_e(1+\kappa)/a^2$. The space charge relative to the edge density is

$$\frac{\epsilon_0E'}{en_s}=2(1+\kappa)\frac{\lambda_D^2}{a^2},\qquad \lambda_D^2=\frac{\epsilon_0T_e}{en_s}. \tag{27}$$

With $\lambda_D=0.086$ mm this is 0.009, which is small. The estimate belongs to the inertialess profile; in (21) the gradient diverges at the edge, and quasineutrality must fail close to it.

The example is not well inside the window (25): $\lambda_i/l=0.033$ is about four times $T_g/T_e=0.0086$, but only about equal to $3.5\,T_g/T_e=0.030$, so it lies at the crossover to constant mobility. The drift is below $\sqrt\theta\,u_B=0.093\,u_B$ for $s<0.093\times4.46=0.41$, about a third of the half-width. Model (24), with its coefficient of one, lowers $h$ to 0.210, 6% below (11), with a local slope of $-0.54$; with $3.5\,\theta$ in place of $\theta$ the drift is below $\sqrt{3.5\,\theta}\,u_B$ over about 0.6 of the half-width, $h$ falls to 0.188, 16% below (11), and the slope is $-0.62$. Inertia alone lowers it to 0.202, or 10% below (11). Each alone already changes the second digit of $h=0.223$. Putting the warm-gas friction into (20) combines them and gives 0.190 with $\theta$ and 0.170 with $3.5\,\theta$, 15% and 24% below (11). This value describes the idealized model; for a real discharge it is only a rough estimate.

## Calculated quantities

```
sampled drift / sqrt(e E lambda_i/M): 0.7974
formula sqrt(2/pi): 0.7979
F(infinity): 1.20920
prefactor C: 1.24081
direct integration, scaling exponent: -0.49999
direct integration, prefactor: 1.24080
first correction coefficient, numeric: 0.3189
first correction coefficient, 1/pi: 0.3183
slab width l: 60.0 mm
ion mean free path lambda_i: 2.0 mm
electron temperature: 3.0 V
ion mass: 40.0 u
gas temperature: 300 K
central density n0: 1.00e+17 m^-3
l/lambda_i: 30.00
lambda_i/l: 0.0333
T_g/T_e: 0.00862
length a: 1.2732 mm
Bohm speed: 2690.1 m/s
pi l/(4 lambda_i): 23.5619
s_e: 4.4606
kappa: 0.01127
h, full edge relation: 0.2233
h, direct integration: 0.2233
h, explicit approximation: 0.2233
h, leading square-root law: 0.2265
leading law error: 1.43 %
n/n0 at x/(l/2) = 0.25: 0.9913
n/n0 at x/(l/2) = 0.50: 0.9295
n/n0 at x/(l/2) = 0.75: 0.7486
n/n0 at x/(l/2) = 0.90: 0.5248
mean density / n0: 0.8413
mean density / n0, wide-slab limit: 0.8270
ionization frequency: 2.3805e+04 s^-1
edge density: 2.233e+16 m^-3
ion flux to each wall: 6.008e+19 m^-2 s^-1
centre-to-edge potential drop: 4.497 V
edge field T_e/a: 2356.2 V/m
edge Debye length: 0.0862 mm
relative space charge at edge: 0.0093
h with ion inertia: 0.2020
inertial prefactor at l/lambda_i = 1e5: 1.24073
h with gas temperature: 0.2098
slope with gas temperature, example: -0.538
slope with gas temperature, l/lambda_i = 1e5: -0.998
slope, T_g/T_e = 1e-6, l/lambda_i = 1e3: -0.500
table: l/lambda_i, h full, h leading, h with inertia
   10  0.3739  0.3924  0.3002
   30  0.2233  0.2265  0.2020
  100  0.1236  0.1241  0.1191
 1000  0.0392  0.0392  0.0390
```
